# Relaxation volume and elastic energy of a fixed-volume defect cell: test program

```python
"""
Result under test: a defect cell held at volume V with residual pressure P
and bulk modulus B has, to leading order in P/B,
    relaxation volume      dV   = P V / B
    excess elastic energy  E_ex = P^2 V / (2 B) = P dV / 2.
P > 0 means that the cell pushes outward. The host has zero pressure at V
unless stated. Lengths are in angstrom, energies in eV, pressures in GPa.

Independent road: a periodic fcc crystal with anharmonic Morse bonds contains
an oversized 13-atom cluster. Atoms and cell volume are relaxed numerically,
and the volume change and energy release are read off directly.
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.optimize import brentq

GPA_A3_TO_EV = 1e9 * 1e-30 / constants.e
EV_A3_TO_GPA = 1.0 / GPA_A3_TO_EV
K_B = constants.k / constants.e              # eV/K

# ---------------- given data and leading-order result ----------------
V = 1000.0
P = 2.0
B = 160.0


def relaxation_volume(pressure, volume, modulus):
    return pressure * volume / modulus


def excess_energy(pressure, volume, modulus):
    return pressure**2 * volume / (2.0 * modulus) * GPA_A3_TO_EV


dV = relaxation_volume(P, V, B)
E_ex = excess_energy(P, V, B)
assert abs(dV - 12.5) < 1e-9
assert abs(E_ex - 0.08) < 0.005              # the value quoted to one digit

# ---------------- model crystal ----------------
EDGE = V ** (1.0 / 3.0)                      # edge of the 3x3x3 supercell
LATTICE = EDGE / 3.0
R0 = LATTICE / np.sqrt(2.0)                  # nearest-neighbour distance
BOND_K = 3.0 * R0 * (B / EV_A3_TO_GPA) / (2.0 * np.sqrt(2.0))
ALPHA = 3.0 / R0                             # Morse range parameter
DEPTH = BOND_K / (2.0 * ALPHA**2)


class Crystal:
    """fcc supercell, n conventional cells per edge, with a marked cluster."""

    def __init__(self, n):
        basis = np.array([[0, 0, 0], [0, .5, .5], [.5, 0, .5], [.5, .5, 0]])
        cells = np.array([[a, b, c] for a in range(n)
                          for b in range(n) for c in range(n)])
        self.frac = (cells[:, None, :] + basis[None]).reshape(-1, 3) / n
        self.count = len(self.frac)
        self.edge = n * LATTICE
        diff = self.frac[None, :, :] - self.frac[:, None, :]
        shift = np.round(diff)
        dist = np.linalg.norm(diff - shift, axis=2) * self.edge
        self.i, self.j = np.where(np.triu(dist < 1.1 * R0, 1))
        self.shift = shift[self.i, self.j]
        assert len(self.i) == 6 * self.count
        cluster = dist[0] < 1.1 * R0         # centre and 12 neighbours
        self.inside = cluster[self.i] & cluster[self.j]
        assert self.inside.sum() == 36
        self.translation = np.kron(
            np.ones((self.count, self.count)) / self.count, np.eye(3))

    def relax(self, edge, misfit):
        """Relax atoms at fixed edge; return energy, virial pressure, Hessian."""
        s = self.frac.copy()
        rest = R0 + misfit * self.inside
        i, j, n = self.i, self.j, self.count
        for _ in range(40):
            d = edge * (s[j] - s[i] - self.shift)
            r = np.linalg.norm(d, axis=1)
            u = d / r[:, None]
            one_minus_x = -np.expm1(-ALPHA * (r - rest))
            x = 1.0 - one_minus_x
            energy = np.sum(DEPTH * one_minus_x**2)
            f1 = 2.0 * DEPTH * ALPHA * x * one_minus_x
            f2 = 2.0 * DEPTH * ALPHA**2 * x * (2.0 * x - 1.0)
            grad = np.zeros((n, 3))
            np.add.at(grad, j, f1[:, None] * u)
            np.add.at(grad, i, -f1[:, None] * u)
            uu = u[:, :, None] * u[:, None, :]
            block = (f2[:, None, None] * uu
                     + (f1 / r)[:, None, None] * (np.eye(3) - uu))
            h = np.zeros((n, n, 3, 3))
            np.add.at(h, (i, i), block)
            np.add.at(h, (j, j), block)
            h[i, j] -= block
            h[j, i] -= block
            # uniform translations cost nothing; give them a finite stiffness
            h = h.transpose(0, 2, 1, 3).reshape(3 * n, 3 * n)
            h = h + self.translation
            if np.abs(grad).max() < 1e-11:
                pressure = -np.sum(f1 * r) / (3.0 * edge**3) * EV_A3_TO_GPA
                return energy, pressure, h
            s = s + np.linalg.solve(h, -grad.ravel()).reshape(n, 3) / edge
        raise RuntimeError("atomic relaxation did not converge")

    def zero_pressure_edge(self, misfit):
        return brentq(lambda a: self.relax(a, misfit)[1],
                      0.99 * self.edge, 1.02 * self.edge, xtol=1e-11)


small = Crystal(3)
large = Crystal(4)
assert abs(small.edge**3 - V) < 1e-8

# host modulus and its pressure derivative from finite volume changes
h = 1e-3
p_up = small.relax(EDGE * (1 + h) ** (1 / 3), 0.0)[1]
p_down = small.relax(EDGE * (1 - h) ** (1 / 3), 0.0)[1]
B_host = (p_down - p_up) / (2 * h)
B_prime_host = (p_up + p_down) / (h**2 * B_host) - 1.0
assert abs(B_host / B - 1) < 1e-3

# misfit that produces the given residual pressure at fixed volume
misfit = brentq(lambda m: small.relax(EDGE, m)[1] - P, 0.05, 0.30, xtol=1e-10)
E_fixed, P_fixed, hessian = small.relax(EDGE, misfit)
assert np.linalg.eigvalsh(hessian)[0] > 0    # a true minimum

# virial pressure against the slope of the fully relaxed energy
e_up = small.relax(EDGE * (1 + h) ** (1 / 3), misfit)[0]
e_down = small.relax(EDGE * (1 - h) ** (1 / 3), misfit)[0]
P_slope = -(e_up - e_down) / (2 * h * V) * EV_A3_TO_GPA
assert abs(P_slope / P_fixed - 1) < 1e-3

# direct volume relaxation; nonlinear terms are of order B' P / B = 5 percent
edge_relaxed = small.zero_pressure_edge(misfit)
E_relaxed = small.relax(edge_relaxed, misfit)[0]
dV_direct = edge_relaxed**3 - V
E_direct = E_fixed - E_relaxed
assert abs(dV_direct / dV - 1) < 0.08
assert abs(E_direct / E_ex - 1) < 0.08

# weak defect: the linear law must become accurate
weak = misfit / 100.0
E_weak, P_weak, _ = small.relax(EDGE, weak)
edge_weak = small.zero_pressure_edge(weak)
E_weak_relaxed = small.relax(edge_weak, weak)[0]
ratio_dV_weak = (edge_weak**3 - V) / relaxation_volume(P_weak, V, B)
ratio_E_weak = (E_weak - E_weak_relaxed) / excess_energy(P_weak, V, B)
assert abs(ratio_dV_weak - 1) < 5e-3
assert abs(ratio_E_weak - 1) < 5e-3

# host under pressure at the common volume: only differences count
edge_c = EDGE * (1 - 2e-5)
V_c = edge_c**3
E_h, P_h, _ = small.relax(edge_c, 0.0)
E_d, P_d, _ = small.relax(edge_c, weak)
E_h_relaxed = small.relax(EDGE, 0.0)[0]
dV_ref = edge_weak**3 - V
correction = (E_d - E_h) - (E_weak_relaxed - E_h_relaxed)
correction_formula = (excess_energy(P_d, V_c, B) - excess_energy(P_h, V_c, B))
assert P_h > 0.2 * P_d                       # the reference pressure matters
assert abs(dV_ref / relaxation_volume(P_d - P_h, V_c, B) - 1) < 0.01
assert abs(correction / correction_formula - 1) < 0.01

# same defect in a larger cell: excess energy falls as 1/V
V_large = large.edge**3
E_fixed_L, P_fixed_L, _ = large.relax(large.edge, misfit)
edge_L = large.zero_pressure_edge(misfit)
E_relaxed_L = large.relax(edge_L, misfit)[0]
dV_L = edge_L**3 - V_large
E_direct_L = E_fixed_L - E_relaxed_L
assert abs(dV_L / dV_direct - 1) < 0.08
assert abs((E_direct_L / E_direct) / (V / V_large) - 1) < 0.10

# ---------------- neglected effects for the given numbers ----------------
# Murnaghan solid whose zero-pressure modulus is B
B_prime = 4.0
V_m = V * (1 + B_prime * P / B) ** (1 / B_prime)
dV_m = V_m - V
E_m = quad(lambda v: B / B_prime * ((V_m / v) ** B_prime - 1),
           V, V_m)[0] * GPA_A3_TO_EV
assert abs(dV_m / (dV * (1 - (B_prime - 1) * P / (2 * B))) - 1) < 2e-3

# unequal principal pressures in an isotropic solid: solve for the strains
G = 80.0
principal = np.array([3.0, 2.0, 1.0])
stiffness = (B - 2 * G / 3) * np.ones((3, 3)) + 2 * G * np.eye(3)
strain = np.linalg.solve(stiffness, principal)
E_total = -V * (0.5 * strain @ stiffness @ strain
                - principal @ strain) * GPA_A3_TO_EV
E_total = abs(E_total)                       # released energy is positive
deviator = principal - principal.mean()
E_shear = V * deviator @ deviator / (4 * G) * GPA_A3_TO_EV
assert abs(E_total - E_ex - E_shear) < 1e-10
assert abs(V * strain.sum() - dV) < 1e-9

B_soft = 0.9 * B
P_host = 0.2

print("GIVEN CELL, LEADING ORDER")
print(f"cell volume V                       {V:.1f} A^3")
print(f"residual pressure P                 {P:.2f} GPa")
print(f"bulk modulus B                      {B:.1f} GPa")
print(f"volume strain P/B                   {100*P/B:.3f} %")
print(f"relaxation volume                   {dV:.3f} A^3")
print(f"linear edge strain                  {100*dV/(3*V):.3f} %")
print(f"1 GPa A^3                           {GPA_A3_TO_EV:.7f} eV")
print(f"product P dV                        {P*dV*GPA_A3_TO_EV:.4f} eV")
print(f"excess elastic energy               {E_ex:.4f} eV")
print(f"excess elastic energy               {E_ex*constants.e:.3e} J")
print("MODEL CRYSTAL, DIRECT RELAXATION")
print(f"atoms in small and large cell       {small.count}, {large.count}")
print(f"host bulk modulus                   {B_host:.2f} GPa")
print(f"host B' (pure number)               {B_prime_host:.3f}")
print(f"nearest-neighbour distance          {R0:.4f} A")
print(f"bond misfit in cluster              {misfit:.4f} A")
print(f"virial pressure                     {P_fixed:.4f} GPa")
print(f"pressure from energy slope          {P_slope:.4f} GPa")
print(f"direct relaxation volume            {dV_direct:.3f} A^3")
print(f"direct energy release               {E_direct:.4f} eV")
print(f"weak defect: pressure               {P_weak:.5f} GPa")
print(f"weak defect: dV direct/formula      {ratio_dV_weak:.5f}")
print(f"weak defect: energy direct/formula  {ratio_E_weak:.5f}")
print(f"large cell volume                   {V_large:.1f} A^3")
print(f"large cell pressure                 {P_fixed_L:.4f} GPa")
print(f"large cell relaxation volume        {dV_L:.3f} A^3")
print(f"large cell energy release           {E_direct_L:.4f} eV")
print(f"release ratio large/small           {E_direct_L/E_direct:.4f}")
print(f"volume ratio small/large            {V/V_large:.4f}")
print(f"defect energy fixed, small/large    {E_fixed:.4f}, {E_fixed_L:.4f} eV")
print(f"defect energy P=0, small/large      {E_relaxed:.4f}, {E_relaxed_L:.4f} eV")
print("NEGLECTED EFFECTS FOR THE GIVEN CELL")
print(f"Murnaghan B'={B_prime:.0f}: volume, energy     {dV_m:.3f} A^3, {E_m:.4f} eV")
print(f"B={B_soft:.0f} GPa: volume, energy         "
      f"{relaxation_volume(P, V, B_soft):.3f} A^3, "
      f"{excess_energy(P, V, B_soft):.4f} eV")
print(f"host at {P_host} GPa: volume, energy     "
      f"{relaxation_volume(P - P_host, V, B):.3f} A^3, "
      f"{E_ex - excess_energy(P_host, V, B):.4f} eV")
print(f"principal pressures                 {principal} GPa")
print(f"shear modulus G                     {G:.1f} GPa")
print(f"added shear energy                  {E_shear:.4f} eV")
print(f"total release with shear            {E_total:.4f} eV")
for T in (300.0, 600.0):
    print(f"kT and exp(E_ex/kT) at {T:.0f} K        "
          f"{K_B*T:.4f} eV, {np.exp(E_ex/(K_B*T)):.1f}")
print("all assertions hold")
```

Running it gives:

```
GIVEN CELL, LEADING ORDER
cell volume V                       1000.0 A^3
residual pressure P                 2.00 GPa
bulk modulus B                      160.0 GPa
volume strain P/B                   1.250 %
relaxation volume                   12.500 A^3
linear edge strain                  0.417 %
1 GPa A^3                           0.0062415 eV
product P dV                        0.1560 eV
excess elastic energy               0.0780 eV
excess elastic energy               1.250e-20 J
MODEL CRYSTAL, DIRECT RELAXATION
atoms in small and large cell       108, 256
host bulk modulus                   160.00 GPa
host B' (pure number)               4.000
nearest-neighbour distance          2.3570 A
bond misfit in cluster              0.1653 A
virial pressure                     2.0000 GPa
pressure from energy slope          2.0001 GPa
direct relaxation volume            12.337 A^3
direct energy release               0.0762 eV
weak defect: pressure               0.01872 GPa
weak defect: dV direct/formula      0.99986
weak defect: energy direct/formula  0.99977
large cell volume                   2370.4 A^3
large cell pressure                 0.8378 GPa
large cell relaxation volume        12.344 A^3
large cell energy release           0.0321 eV
release ratio large/small           0.4216
volume ratio small/large            0.4219
defect energy fixed, small/large    0.3890, 0.3661 eV
defect energy P=0, small/large      0.3128, 0.3339 eV
NEGLECTED EFFECTS FOR THE GIVEN CELL
Murnaghan B'=4: volume, energy     12.272 A^3, 0.0758 eV
B=144 GPa: volume, energy         13.889 A^3, 0.0867 eV
host at 0.2 GPa: volume, energy     11.250 A^3, 0.0772 eV
principal pressures                 [3. 2. 1.] GPa
shear modulus G                     80.0 GPa
added shear energy                  0.0390 eV
total release with shear            0.1170 eV
kT and exp(E_ex/kT) at 300 K        0.0259 eV, 20.4
kT and exp(E_ex/kT) at 600 K        0.0517 eV, 4.5
all assertions hold
```
